Effective Spring Constant of a Classical Particle in a Quartic Potential

**The question**

A classical particle of mass m moves along a line in the potential

V(x) = g x⁴/4, g > 0,

in equilibrium at temperature T > 0. Write θ = k_B T for the thermal energy. The curvature V″(0) vanishes, so an expansion about the minimum supplies no spring constant. The self-consistent harmonic approximation replaces the particle by one of the same mass in a trial potential

V₀(x) = K(x − c)²/2, K > 0,

and chooses c and K to give the lowest upper bound on the free energy. Averages in the trial state are written ⟨…⟩₀, averages in the true state ⟨…⟩.

For numbers take the round model values g = 1 eV/Å⁴, m = 50 u and T = 300 K, for which θ = 0.025852 eV. They represent no particular material.

**Part (a). Show that the true free energy F obeys F ≤ F₀ + ⟨V − V₀⟩₀, where F₀ is the free energy of the trial system.**

*Answer.* The kinetic energy p²/2m is the same in both systems. It multiplies both partition functions by the same factor and cancels from the comparison. It is therefore enough to treat the configurational parts,

Z = ∫ exp(−V/θ) dx, F = −θ ln(Z/ℓ),

Z₀ = ∫ exp(−V₀/θ) dx, F₀ = −θ ln(Z₀/ℓ),

where ℓ is an arbitrary fixed length that makes the logarithms meaningful. It drops out of every free-energy difference.

Let D = (V − V₀)/θ. Multiplying and dividing the integrand of Z by exp(−V₀/θ) gives

Z = ∫ exp(−V₀/θ) exp(−D) dx = Z₀ ⟨exp(−D)⟩₀.

For every real y, exp(−y) ≥ 1 − y, because the convex exponential lies above its tangent at y = 0. Put y = D − ⟨D⟩₀ and multiply by exp(−⟨D⟩₀):

exp(−D) ≥ exp(−⟨D⟩₀) [1 − D + ⟨D⟩₀].

In the trial average the bracket becomes 1, so ⟨exp(−D)⟩₀ ≥ exp(−⟨D⟩₀) and

Z ≥ Z₀ exp(−⟨D⟩₀).

Taking −θ ln of both sides reverses the inequality:

F ≤ F₀ + θ⟨D⟩₀ = F₀ + ⟨V − V₀⟩₀.

This is the Gibbs–Bogoliubov inequality. It makes the choice of K a definite minimization problem.

**Part (b). Evaluate the bound as a function of the centre c and the trial variance s = θ/K.**

*Answer.* Let u = x − c. The trial distribution of u is proportional to exp(−u²/2s), a Gaussian. Its moments follow from

u exp(−u²/2s) = −s (d/du) exp(−u²/2s).

Multiplying by uⁿ with n ≥ 1, integrating by parts and dropping the vanishing boundary terms gives

⟨uⁿ⁺¹⟩₀ = n s ⟨uⁿ⁻¹⟩₀.

Hence ⟨u²⟩₀ = s and ⟨u⁴⟩₀ = 3s · s = 3s². Odd moments vanish by symmetry. Expanding the quartic,

(c + u)⁴ = c⁴ + 4c³u + 6c²u² + 4cu³ + u⁴,

so that

⟨V⟩₀ = (g/4)(c⁴ + 6c²s + 3s²).

The trial potential energy is ⟨V₀⟩₀ = Ks/2 = θ/2, and the Gaussian integral is Z₀ = √(2πs). The bound, called Φ, is therefore

Φ(c, s) = −(θ/2) ln(2πs/ℓ²) − θ/2 + (g/4)(c⁴ + 6c²s + 3s²).

The logarithm is the entropic gain from spreading out; the last term is the energetic cost of doing so.

**Part (c). Find the minimum of Φ and the resulting K. Evaluate K at 300 K and at 1200 K.**

*Answer.* At fixed s the terms containing c are (g/4)(c⁴ + 6c²s). They are positive unless c = 0, so the best centre is c = 0 for every s. There,

∂Φ/∂s = −θ/(2s) + 3gs/2.

Setting this to zero gives

s² = θ/(3g), s = √(θ/(3g)).

The second derivative, θ/(2s²) + 3g/2, is positive for all s > 0, so this stationary point is the unique minimum. The spring constant is

K = θ/s = θ √(3g/θ) = √(3gθ),

or, with the thermal energy written out,

**K = √(3 g k_B T).**

The units agree: g is an energy over length⁴, so gθ is energy² over length⁴, and its root is an energy over length².

At 300 K,

3gθ = 3 × 1 × 0.025852 = 0.077556 eV²/Å⁴,

K = √0.077556 = 0.2785 eV/Å² = 4462 dyn/cm.

A direct numerical minimization over both c and K, started away from the answer, gives the same value. The trial variance is s = 0.025852/0.27849 = 0.0928 Å², a root-mean-square displacement of 0.305 Å.

At 1200 K the temperature is four times higher and K doubles, to 0.5570 eV/Å². The stiffening has a simple cause: a hotter particle reaches farther out, where the curvature 3gx² is larger. As T → 0 the classical K vanishes, in agreement with the flat bottom of the well.

**Part (d). Show that the minimum satisfies K = ⟨V″⟩₀. What happens if this condition is solved by repeated substitution?**

*Answer.* Since V″ = 3gx², the average at c = 0 is ⟨V″⟩₀ = 3gs. Multiplying the stationarity condition −θ/(2s) + 3gs/2 = 0 by 2 gives θ/s = 3gs, that is,

K = ⟨V″⟩₀ = 3gθ/K.

The spring constant is the curvature averaged over the thermal motion that this same spring constant produces. This is the self-consistency in the name of the method.

Repeated substitution uses the map K → 3gθ/K. Applied twice it gives

K → 3gθ/K → 3gθ/(3gθ/K) = K,

so the sequence returns to its start and never converges, unless it began at the solution. Starting from 1 eV/Å², the first step gives 0.0776 eV/Å² and the second returns to 1 eV/Å², within the small error of the numerical curvature. A trial spring that is too stiff confines the particle to the flat region and so predicts too soft a spring; the next step makes the opposite error.

Averaging the old and new values cures this. With K* = √(3gθ), the new map is

K′ = (K + K*²/K)/2,

and its error is

K′ − K* = (K² − 2KK* + K*²)/(2K) = (K − K*)²/(2K).

The right-hand side is never negative, so after one step K ≥ K*. From then on (K − K*)/K < 1, and each step at least halves the error. Twelve steps from 1 eV/Å² give 0.2785 eV/Å².

**Part (e). A term k₀x²/2 with k₀ > 0 is added to V. Find K, and examine low and high temperature.**

*Answer.* The extra term adds k₀(c² + s)/2 to Φ. It also favours c = 0, and the condition on s becomes

−θ/(2s) + k₀/2 + 3gs/2 = 0.

Multiplying by 2 and using s = θ/K,

K = k₀ + 3gθ/K, or K² − k₀K − 3gθ = 0.

The positive root is

K = [k₀ + √(k₀² + 12gθ)]/2.

When 12gθ ≪ k₀², the square root √(k₀² + 12gθ) is approximately k₀ + 6gθ/k₀, so

K ≈ k₀ + 3gθ/k₀.

The stiffening now begins linearly in T. This first correction agrees with exact classical perturbation theory for the variance. To first order in g, with s₀ = θ/k₀ and Gaussian averages of variance s₀,

⟨x²⟩ ≈ s₀ − (g/4θ)(⟨x⁶⟩₀ − ⟨x²⟩₀⟨x⁴⟩₀).

The recursion of part (b) gives ⟨x⁶⟩₀ = 5s₀ · 3s₀² = 15s₀³, so the bracket is 15s₀³ − 3s₀³ = 12s₀³ and

⟨x²⟩ ≈ s₀(1 − 3gs₀²/θ),

θ/⟨x²⟩ ≈ k₀(1 + 3gs₀²/θ) = k₀ + 3gθ/k₀.

When 12gθ ≫ k₀², the result is K ≈ √(3gθ) + k₀/2, which approaches the purely quartic law. That law is thus the strongly anharmonic limit, where no small parameter protects the approximation and its error must be examined separately.

**Part (f). For the purely quartic potential, calculate the true variance. Compare K with K_x = θ/⟨x²⟩ and K_f = ⟨V″⟩.**

*Answer.* K_x is the stiffness of a spring that would reproduce the true spread. K_f is the true mean curvature. For a harmonic potential the two coincide.

Substitute w = gx⁴/(4θ) on the half-line x > 0:

x = (4θ/g)^(1/4) w^(1/4), dx = (1/4)(4θ/g)^(1/4) w^(−3/4) dw.

Doubling for the two half-lines gives

Z = (1/2)(4θ/g)^(1/4) Γ(1/4),

∫ x² exp(−V/θ) dx = (1/2)(4θ/g)^(3/4) Γ(3/4).

The ratio of these integrals is

⟨x²⟩ = 2 √(θ/g) Γ(3/4)/Γ(1/4).

For the model values this is 0.1087 Å², a root-mean-square displacement of 0.330 Å. The trial variance is 0.854 of the true one, so it is about 15% too small relative to the true variance.

The two stiffnesses are

K_x = 0.025852/0.10869 = 0.238 eV/Å²,

K_f = 3g⟨x²⟩ = 3 × 0.10869 = 0.326 eV/Å².

Their product does not depend on ⟨x²⟩:

K_x K_f = (θ/⟨x²⟩)(3g⟨x²⟩) = 3gθ = K².

The self-consistent K is therefore the geometric mean of the two. It lies 17% above K_x and 15% below K_f, each relative to the true quantity. These percentages are the same at every temperature, because K, K_x and K_f all scale as √(gθ).

The reason for the narrow trial distribution can be traced. Integrating by parts in the true state,

⟨xV′⟩ = θ, so g⟨x⁴⟩ = θ.

In the trial state, 3gs² = θ, so g⟨x⁴⟩₀ = θ as well. The fourth moments agree. The ratio ⟨x⁴⟩/⟨x²⟩² is 3 for a Gaussian but 3 × 0.8541² = 2.19 for the true distribution, whose tails are cut off more sharply by the quartic wall. With equal fourth moments, the smaller ratio requires the larger variance.

**Part (g). How far is the bound above the true free energy? What heat capacity does the approximation give?**

*Answer.* At the minimum the quartic energy is 3gs²/4 = θ/4, so

Φ_min = −(θ/2) ln(2πs/ℓ²) − θ/4, s = √(θ/g)/√3.

Part (f) gives Z = (θ/g)^(1/4) Γ(1/4)/√2. Subtracting F = −θ ln(Z/ℓ), the factors of θ/g and ℓ cancel within the logarithms:

(Φ_min − F)/θ = ln[Γ(1/4)/√2] − (1/2) ln(2π/√3) − 1/4 = 0.0472.

At 300 K the excess is 0.0472 × 0.02585 eV, or about 1.2 meV. It is positive, as part (a) requires.

Because the excess is proportional to T, it does not affect the internal energy U = F − T ∂F/∂T: for a term aT the two contributions cancel. The approximation therefore gives the correct classical mean potential energy, θ/4, even though its variance is wrong. Adding the kinetic energy θ/2,

U = 3θ/4, C = 3k_B/4.

The energy must be calculated from Φ_min, or from ⟨V⟩₀, and not from the trial potential. The latter has ⟨V₀⟩₀ = θ/2 and would suggest C = k_B, the value for a spring whose stiffness does not depend on temperature.

**Part (h). Find the effective frequency and compare it with the thermal mean frequency of the true orbits. Does the approximation describe phonon scattering?**

*Answer.* A particle of mass m on the effective spring has angular frequency

ω = √(K/m) = (3gθ)^(1/4)/√m.

For the model values ω = 7.33 rad/ps, or ω/2π = 1.17 THz. It rises as T^(1/4).

A true orbit of energy E has period τ(E) and frequency Ω(E) = 2π/τ(E). To average Ω over the thermal distribution, let J(E) = ∮ p dx be the phase-space area enclosed by the orbit, with p = √(2m(E − V)). Since ∂p/∂E = m/p = 1/v, where v is the velocity,

dJ/dE = ∮ dx/v = τ(E).

The contribution from the moving turning points vanishes because p = 0 there. The area between neighbouring orbits is thus τ dE, and

⟨Ω⟩ = ∫ (2π/τ) τ exp(−E/θ) dE / Z_phase = 2πθ/Z_phase.

Here Z_phase = √(2πmθ) Z is the phase-space integral of exp(−E/θ). Inserting Z,

⟨Ω⟩ = √(2πθ/m)/Z = [2√π/Γ(1/4)] (gθ)^(1/4)/√m.

The model value is 5.45 rad/ps. The effective frequency is higher by the factor

ω/⟨Ω⟩ = 3^(1/4) Γ(1/4)/(2√π) = 1.346,

a 35% excess relative to the mean orbit frequency, again independent of temperature. The size of the discrepancy depends on the average chosen. ⟨Ω⟩ counts every orbit equally, including small, slow ones that contribute little displacement. The true displacement correlation begins as ⟨x²⟩[1 − (⟨v²⟩/⟨x²⟩)t²/2], so the root-mean-square frequency of the displacement spectrum is √(⟨v²⟩/⟨x²⟩) = √(K_x/m) = 6.78 rad/ps. The effective frequency exceeds this by only √(K/K_x) = 1.082, or 8%. The variational principle optimizes the free energy and makes no promise about either dynamical average.

The orbits also differ among themselves. For amplitude A, balancing the inertial term mA/t² against the force gA³ gives a time scale t = √(m/g)/A. Hence Ω ∝ A, and since E = gA⁴/4, Ω ∝ E^(1/4). A thermal ensemble contains a range of frequencies, and oscillators that start in phase drift out of phase even though each conserves its energy.

The approximation replaces this range by one real frequency. Its displacement correlation function is (θ/K) cos ωt, which does not decay. It therefore describes thermal stiffening but supplies neither a linewidth nor a scattering rate. In a crystal, scattering also requires exchange of energy between modes, which a single particle in a fixed potential does not contain. A calculation of thermal conductivity needs this further ingredient; a renormalized frequency alone is insufficient.

**Part (i). When is the classical treatment justified?**

*Answer.* The quantum of the effective oscillator must be small compared with the thermal energy:

ħω/θ = ħ(3g)^(1/4)/(√m θ^(3/4)) ≪ 1.

The ratio grows on cooling as T^(−3/4). At 300 K it is 0.187. Diagonalizing the quantum Hamiltonian p²/2m + gx⁴/4 gives a thermal variance only 0.05% above the classical one. At this temperature the 15% error in the trial variance comes from the harmonic form of the trial potential, and quantum motion is negligible beside it.

At 3 K the temperature is lower by a factor of 100, and the ratio rises by 100^(3/4) ≈ 31.6 to 5.9. The quantum variance is then 1.84 times the classical one. The classical variance falls to zero as √T, whereas the uncertainty relation ⟨x²⟩⟨p²⟩ ≥ ħ²/4 forbids zero spread at finite kinetic energy. The law K = √(3gk_BT) must therefore not be continued to T → 0 for a real particle. There the trial state has to be a quantum oscillator, whose variance stays finite and whose self-consistent K does not vanish.

The main numerical values are collected in the output below; the others follow from them by simple arithmetic.

Calculated quantities

```
quartic constant g = 1.0 eV/A^4
mass m = 50.0 u
temperature T = 300 K
thermal energy kB T = 0.025852 eV
K from formula = 0.27849 eV/A^2
K from formula, converted = 4461.9 dyn/cm
K from direct minimization = 0.27849 eV/A^2
K at 1200 K = 0.55698 eV/A^2
plain iteration, start = 1.00000 eV/A^2
plain iteration, after one step = 0.07756 eV/A^2
plain iteration, after two steps = 0.99999 eV/A^2
averaged iteration, after 12 steps = 0.27849 eV/A^2
trial variance kB T/K = 0.09283 A^2
exact classical variance = 0.10869 A^2
trial rms displacement = 0.3047 A
exact classical rms displacement = 0.3297 A
trial/exact variance = 0.8541 (no unit)
exact stiffness from spread K_x = 0.23786 eV/A^2
exact mean curvature K_f = 0.32606 eV/A^2
K/K_x = 1.1708 (no unit)
K/K_f = 0.8541 (no unit)
mean potential energy, trial state = 0.2500 kB T
mean potential energy, exact = 0.2500 kB T
free-energy excess of the bound = 0.0472 kB T
effective angular frequency = 7.3308 rad/ps
effective frequency omega/(2 pi) = 1.1667 THz
thermal mean orbit frequency = 5.4462 rad/ps
effective/mean orbit frequency = 1.3460 (no unit)
hbar omega/(kB T) at 300 K = 0.1866 (no unit)
quantum/classical variance at 300 K = 1.00046 (no unit)
cold temperature = 3 K
hbar omega/(kB T) at 3 K = 5.902 (no unit)
quantum/classical variance at 3 K = 1.836 (no unit)
```
